# A Mobility Exponent of Minus 1.5 Does Not Identify Acoustic Scattering

Consider a very slow electron in a cold polar crystal. It cannot emit an optical phonon of energy \(\omega\), because it has too little energy. It can absorb one, and the final directions are then all equally likely, so its momentum is lost. Atomic units are used in the algebra, with \(\theta=k_BT\), \(x=\omega/\theta\) and phonon number \(n=1/(e^x-1)\). The band is parabolic with mass \(m\), and the unscreened Fröhlich coupling in volume \(V\) is

\[
|g_q|^2=\frac{2\pi\omega\kappa}{Vq^2},\qquad
\kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0},\qquad
\alpha=\kappa\sqrt{\frac{m}{2\omega}} .
\]

For initial momentum zero, the golden rule gives

\[
\frac1\tau=2\pi n\int\!\frac{4\pi q^2dq}{(2\pi)^3}\,\frac{2\pi\omega\kappa}{q^2}\,
\delta\!\left(\frac{q^2}{2m}-\omega\right)
=2\omega\kappa n\,\frac{m}{\sqrt{2m\omega}}=2\alpha\omega n ,
\]

since the delta function contributes \(m/q\) at \(q=\sqrt{2m\omega}\). With \(\mu=\tau/m\), the mobility is proportional to \(e^x-1\). Its local exponent, using \(d/d\ln T=-x\,d/dx\), is

\[
s\equiv\frac{d\ln\mu}{d\ln T}=-\frac{x}{1-e^{-x}} .
\]

This is no fixed power: the exponent grows in size without limit on cooling. The formula holds for \(x\gg1\). At the opposite end, shown below, polar scattering gives \(s=-1/2\). The value \(-3/2\), which is also the exponent for acoustic-phonon scattering derived below, lies between the two, and no acoustic phonon has entered.

## The counter-example

To find where \(-3/2\) occurs, all carrier energies are needed. Take nondegenerate carriers and phonons in equilibrium. Under a weak force \(F\) along \(z\), write

\[
f=f_0\left(1+\frac{F\Phi}{\theta}\right),\qquad \Phi=\lambda(E)\cos\vartheta_k ,
\]

where \(\vartheta_k\) is the angle between \(\mathbf k\) and the force. The drift term is \(F\,\partial f_0/\partial k_z=-Fv_zf_0/\theta\). Detailed balance, \(f_0(k')W_{k'k}=f_0(k)W_{kk'}\), turns the collision term into \(-(Ff_0/\theta)\sum_{k'}W_{kk'}(\Phi-\Phi')\). Equating the two gives

\[
A\Phi\equiv\sum_{k'}W_{kk'}(\Phi-\Phi')=v_z,\qquad
\mu=\frac{\langle v_z\Phi\rangle}{\theta}=\frac{\langle v\lambda\rangle}{3\theta},
\]

where the brackets are Maxwell–Boltzmann averages.

For a final wavevector \(k'\) and scattering angle cosine \(c\), \(q^2=k^2+k'^2-2kk'c\). Hence

\[
\int_{-1}^{1}\frac{dc}{q^2}=\frac{L}{kk'},\qquad
\int_{-1}^{1}\frac{c\,dc}{q^2}=\frac{M}{kk'},
\]

\[
L=\ln\frac{k+k'}{|k-k'|},\qquad M=\frac{k^2+k'^2}{2kk'}L-1 .
\]

The second integral follows from the first on writing \(c=(k^2+k'^2-q^2)/(2kk')\). The energy delta function contributes \(mk'\), and the Boltzmann equation becomes

\[
\omega\kappa\frac mk\sum_{\pm}N_\pm\left[L_\pm\lambda(E)-M_\pm\lambda(E\pm\omega)\right]=v .
\]

Here \(N_+=n\) for absorption and \(N_-=n+1\) for emission, which is absent when \(E<\omega\). The equation couples energies spaced by \(\omega\), so each starting energy gives a ladder of linear equations.

Take \(m=0.2\), \(\varepsilon_\infty=5\) and \(\varepsilon_0=30\), so that \(\kappa=0.1667\). With a phonon energy of 0.0332 eV, the numerical solution at 300 K has \(s=-1.5\) and \(\mu=147\) cm²/Vs. Scattering is purely polar-optical. The inference from \(-1.5\) to acoustic phonons therefore fails.

The phonon energy matters. With \(m\) and \(\kappa\) held fixed and the softer value 0.015 eV, which is in the rough range of lead halide perovskites, \(x=0.580\) and \(\alpha=2.24\) at 300 K. The mobility is then 101 cm²/Vs (2374 atomic units times 0.04254), but the exponent is \(-0.64\). Within this model, a soft mode does not give a slope near \(-1.5\) at room temperature. It does so at 135 K.

An independent simulation of 20,000 random carrier paths, at the soft-mode value of \(x\), gave a mobility 1.8% below the ladder solution.

The soft-mode exponent is \(-2.12\) at 100 K, \(-1.32\) at 150 K and \(-0.93\) at 200 K. At 100 K, \(x=1.741\) and the slow-electron formula gives \(-2.11\). At 150 K it gives \(-1.69\), so the close agreement at 100 K does not mean that the cold limit has been reached. One power law fitted from 100 to 300 K has exponent \(-1.13\), and the computed mobility departs from it by up to 18% of the fitted value. Such an exponent depends on the window.

## General statement and proof

**For one Fröhlich mode and one rigid parabolic band, within the Boltzmann equation above, \(s\) depends on \(x\) alone and takes the value \(-3/2\) at some finite \(x\).**

*Scaling.* Put \(E=\omega\epsilon\) and \(\lambda=v\tau\). Since \(\kappa m/k=\alpha/\sqrt\epsilon\), the equation determines \(\alpha\omega\tau\) as a function of \(\epsilon\) and \(x\). Therefore

\[
\mu=\frac{G(x)}{m\alpha\omega},\qquad s=-x\frac{G'(x)}{G(x)} .
\]

*Hot limit.* For \(\theta\gg\omega\), typical carriers have \(E\gg\omega\), so \(k'\to k\) and \(M\to L-1\). Both phonon factors tend to \(\theta/\omega\). The differences \(\lambda(E\pm\omega)-\lambda(E)\) nearly cancel between absorption and emission; what remains is smaller than the retained term by order \(x^2\ln(1/x)\). Thus

\[
\frac1\tau=\frac{2\kappa m\theta}{k},\qquad
\mu=\frac{2\langle E\tau\rangle}{3m\theta} .
\]

The second relation follows from \(v\lambda=2E\tau/m\). Inserting \(k=\sqrt{2mE}\) and \(\langle E^{3/2}\rangle=4\theta^{3/2}/\sqrt\pi\) gives

\[
\mu=\frac{4\sqrt2}{3\sqrt\pi}\,\frac{1}{m^{3/2}\kappa\sqrt\theta}\propto T^{-1/2}.
\]

The phonon number contributes \(T^{-1}\). Faster carriers are deflected less, which returns \(T^{1/2}\).

*A lower bound.* Detailed balance makes \(A\) symmetric and non-negative:

\[
\langle\Psi A\Phi\rangle=\tfrac12\Big\langle\sum_{k'}W_{kk'}(\Psi-\Psi')(\Phi-\Phi')\Big\rangle .
\]

For any trial function \(\Psi\), the Cauchy–Schwarz inequality and \(A\Phi=v_z\) give

\[
\langle v_z\Psi\rangle^2=\langle\Psi A\Phi\rangle^2\le\langle\Psi A\Psi\rangle\langle v_z\Phi\rangle,
\qquad
\mu\ge\frac{\langle v_z\Psi\rangle^2}{\theta\langle\Psi A\Psi\rangle}.
\]

Choose \(\Psi=k_z\), which means a relaxation time independent of energy. Then \(\langle v_zk_z\rangle=\theta\) and \(\langle k_zAk_z\rangle=\frac16\langle\sum Wq^2\rangle\). The factor \(q^2\) cancels the one in the coupling, leaving the density of final states per spin, \(m\sqrt{2mE'}/(2\pi^2)\). Absorption and emission contribute equally in equilibrium, so

\[
\Big\langle\sum_{k'}Wq^2\Big\rangle=4\omega\kappa n\,m\sqrt{2m}\,\big\langle\sqrt{E+\omega}\big\rangle .
\]

With \(y=E+\omega/2\), the thermal average is

\[
\big\langle\sqrt{E+\omega}\big\rangle
=\frac{2e^{x/2}}{\sqrt\pi\,\theta^{3/2}}\int_{\omega/2}^{\infty}\!\sqrt{y^2-\tfrac{\omega^2}{4}}\;e^{-y/\theta}dy
=\frac{\omega e^{x/2}}{\sqrt{\pi\theta}}K_1\!\left(\frac x2\right),
\]

where \(K_1\) is a modified Bessel function. Using \(\kappa\sqrt{2m}=2\alpha\sqrt\omega\) and \(ne^{x/2}=1/[2\sinh(x/2)]\), the bound becomes

\[
\mu\ge\mu_0=\frac{3\sqrt\pi}{2}\,
\frac{\sinh(x/2)}{m\alpha\omega\,x^{3/2}K_1(x/2)} .
\]

For the soft mode at 300 K it is 96 cm²/Vs, against 101 for the full solution. In the hot limit \(K_1(x/2)\to2/x\), and the ratio \(\mu/\mu_0\) tends to \(32/(9\pi)=1.132\); the ladder gives 1.129 at \(x=0.05\).

*Crossing.* At low temperature \(K_1(x/2)\simeq\sqrt{\pi/x}\,e^{-x/2}\), so \(\mu_0\simeq 3e^x/(4m\alpha\omega x)\). Now consider \(\mu T^{3/2}\).

- If \(s>-3/2\) at every temperature, \(\mu T^{3/2}\) would rise with \(T\) and stay bounded on cooling. The bound makes it diverge.
- If \(s<-3/2\) at every temperature, \(\mu T^{3/2}\) would fall with \(T\). In the hot limit it grows as \(T\).

Both are excluded. Since \(s\) varies continuously, it equals \(-3/2\) somewhere, which completes the proof. The numerical solution has a crossing at \(x=1.29\), so \(\omega=1.29\times0.02585=0.033\) eV at 300 K.

## What the magnitude adds

For longitudinal acoustic phonons with deformation potential \(D\), elastic constant \(C\) and sound speed \(c_s\), \(|g_q|^2=D^2qc_s/(2CV)\). When the phonon energy is far below \(\theta\), absorption and emission each carry a factor \(\theta/(c_sq)\). Their sum is independent of \(q\), so scattering is isotropic and the in-scattering term vanishes:

\[
\frac1\tau=2\pi\frac{D^2\theta}{C}\,\frac{mk}{2\pi^2}=\frac{D^2\theta mk}{\pi C}.
\]

Inserting this in \(\mu=2\langle E\tau\rangle/(3m\theta)\), with \(\langle\sqrt E\rangle=2\sqrt{\theta/\pi}\), gives

\[
\mu_{\rm ac}=\frac{2\sqrt{2\pi}\,C}{3D^2m^{5/2}\theta^{3/2}}\propto T^{-3/2}.
\]

For \(D=3\) eV and \(C=0.2\) eV/Å\(^3\), this is about 12,000 cm²/Vs at 300 K. It exceeds the soft-mode polar value by a factor of 120 and the stiff-mode value by 83. Because \(\mu_{\rm ac}\propto D^{-2}\), matching 101 cm²/Vs would require \(D=3\sqrt{120.4}=33\) eV. In this strongly polar case the magnitude separates the mechanisms where the exponent cannot, provided that the mass, dielectric constants, elastic constant and deformation potential are known independently. This is not a general rule. At fixed \(\omega\) and \(T\) the ratio of acoustic to polar mobility scales as \(\kappa C/(D^2m)\). For a weakly polar crystal with \(m=0.5\), \(\varepsilon_\infty=10.9\), \(\varepsilon_0=12.9\), \(C=0.87\) eV/Å\(^3\), \(D=10\) eV and the stiff mode, the polar and acoustic mobilities at 300 K are about 440 and 480 cm²/Vs, both with exponent \(-1.5\), and the magnitude does not decide.

Adding this acoustic scattering to the soft mode changes the mobility from 101 to 100 cm²/Vs and the exponent from \(-0.64\) to \(-0.65\). More generally, the variational bound says that \(1/\mu\) is the minimum of \(\theta\langle\Psi A\Psi\rangle/\langle v_z\Psi\rangle^2\). For \(A=\sum_iA_i\), the minimum of a sum is at least the sum of the minima, so

\[
\frac1\mu\ge\sum_i\frac1{\mu_i}.
\]

Equality holds if all mechanisms share the same energy dependence of \(\tau\). The exponent is then the average of the \(s_i\) with weights \(\mu/\mu_i\). Modes at 0.010 and 0.020 eV, each with half of \(\kappa\), show the departure: the averaged exponent is \(-0.67\), the full one \(-0.62\), and the mobility is 2.2% below the added-rates value.

## Lead halide perovskites

The soft-mode parameters are round values in the rough regime of methylammonium lead iodide. The magnitude is sensitive to them: \(m=0.12\), \(\varepsilon_\infty=4.5\), \(\varepsilon_0=24.1\) and 0.0093 eV give 194 cm²/Vs with exponent \(-0.52\), while \(m=0.2\), \(\varepsilon_\infty=6.5\), \(\varepsilon_0=30\) and 0.020 eV give 149 cm²/Vs with exponent \(-0.82\). The computed 101 cm²/Vs lies within the rough experimental range of tens to a few hundred, whereas a deformation potential of 33 eV is far above the usual few eV. A measured exponent near \(-1.5\) at room temperature is thus explained neither by ordinary acoustic scattering, which gives too high a mobility, nor by this rigid soft-mode model, whose slope is too shallow.

Other ingredients can steepen the slope. A nonparabolic band, \(k^2/2m=E(1+E/1.6\ \text{eV})\), with the coupling otherwise unchanged, gives \(-0.78\) and 89 cm²/Vs. If the mass varies as \(T^p\) at fixed \(\omega\) and \(\kappa\), then \(\mu\propto m^{-3/2}\) adds \(-3p/2\) to the exponent. Reaching \(-1.5\) from \(-0.64\) at 300 K needs \(p=0.57\) at that temperature. Keeping this \(p\) from 200 to 300 K would mean a mass growth of 26%, but the mean exponent would then be about \(-1.63\), because the rigid-band slope is already steeper at 200 K. A mean exponent of \(-1.5\) over this range needs a growth of 22%. These are requirements, not evidence that such growth happens.

The most serious limitation is the Boltzmann picture itself. The momentum-loss rate inferred from the mobility, \(\hbar/\tau=1/(m\mu)\), is 0.057 eV, or 2.2 times \(k_BT\). The level broadening is set by the total scattering rate, which also counts collisions that barely deflect the carrier. Its thermal average is larger still, 0.138 eV or 5.3 times \(k_BT\), so successive collisions are not well separated. For scale, the zero-temperature weak-coupling mass factor \(1+\alpha/6=1.37\) would lower the mobility to about 63 cm²/Vs while leaving this model's exponent unchanged. At \(\alpha=2.24\) the coupling is not weak and this factor is too small: Feynman's variational polaron mass, 1.56 times the band mass at zero temperature, would give about 52 cm²/Vs. In the stiff-mode example the two rates are 1.5 and 2.6 times \(k_BT\), so it shares the difficulty. Both mobilities are estimates, and the exponents are results of the stated model. The soft-mode crossing at 135 K also ignores structural phase changes, so it is not a prediction for the material. The numerical output follows.

## Values computed for the example and the checks

```
band mass: 0.20 electron masses
dielectric constants, high and static: 5.0, 30.0
kappa: 0.16667
LO phonon energy: 0.0150 eV
thermal energy at 300 K: 0.02585 eV
x at 300 K: 0.5802; Froehlich alpha: 2.245
deformation potential: 3.0 eV
elastic constant: 0.20 eV/angstrom^3
sound speed: 3000 m/s
atomic unit of mobility: 0.042544 cm2/Vs
polar mobility, full, 300 K: 101.00 cm2/Vs
same in atomic units: 2374.1
polar mobility, constant trial time: 95.85 cm2/Vs
polar slope at 300 K, full: -0.6394
polar slope at 300 K, trial: -0.6562
acoustic mobility, 300 K: 12161 cm2/Vs
acoustic slope from golden rule: -1.5005
acoustic inelastic mobility shift: 0.047 %
acoustic/polar mobility ratio: 120.4
D needed to match polar mobility: 32.9 eV
polar at 100 K: 378.5 cm2/Vs, slope -2.123
polar at 150 K: 189.8 cm2/Vs, slope -1.323
polar at 200 K: 137.8 cm2/Vs, slope -0.934
polar at 250 K: 114.5 cm2/Vs, slope -0.741
fit exponent, 100-300 K: -1.133
largest mobility error of that fit: 18.3 %
soft-mode temperature for slope -1.5: 135.4 K
x for slope -1.5: 1.2851
phonon energy for slope -1.5 at 300 K: 0.0332 eV
stiff-mode mobility at 300 K: 147.3 cm2/Vs
acoustic/stiff-mode ratio: 82.6
full slopes, 0.010 and 0.020 eV modes: -0.5298, -0.8211
two-mode slope, full and rate-weighted: -0.6162, -0.6686
two-mode slope, trial and rate-weighted: -0.6589, -0.6589
departure from added rates, 300 and 900 K: -2.232, -0.120 %
nonparabolicity: 0.625 1/eV
nonparabolic mobility: 88.6 cm2/Vs
nonparabolic slope: -0.7841
polar plus acoustic mobility: 99.93 cm2/Vs
polar plus acoustic slope: -0.6512
mass exponent p needed for slope -1.5: 0.574
mass growth needed, 200 to 300 K: 26.2 %
weak-coupling polaron mass ratio at 0 K: 1.374
mobility with that mass: 62.7 cm2/Vs
hbar/tau, soft mode: 0.0573 eV
soft-mode hbar/tau over kT: 2.22
stiff-mode hbar/tau over kT: 1.52
carrier density assumed: 1.0e+16 cm^-3
density/effective density of states: 0.00446
hot-limit ratio, computed and 32/(9 pi): 1.1287, 1.1318
slope at x = 0.1: -0.4949
random-flight mobility difference: -1.84 %
numerical refinement shift: 1.35e-10 %
```
